# Magnetochiral resistance of a Rashba gas below and above the band crossing, part 2

To compute the current-direction-dependent resistance of a two-dimensional Rashba gas in an in-plane magnetic field, one must first decide whether one constant relaxation time $\tau$ is enough or its dependence on the electron's state must be known. Electrons have charge $-e$, mass $m$ and spin-orbit coefficient $\alpha>0$. The field $E$ and sheet current density $J$ (A/m) point along $x$, $B_y$ along $y$, and $b=\tfrac12 g\mu_BB_y$. With $q_x=k_x+b/\alpha$, $q_y=k_y$, polar angle $\theta$ of $\mathbf q$ and $s=\pm1$, the bands are

$$\varepsilon_s=\frac{\hbar^2q^2}{2m}+s\alpha q-\frac{\hbar^2b}{m\alpha}q_x+\frac{b^2}{4E_R}.\tag{1}$$

They cross at the cone point $q=0$. Energies, including the chemical potential $\mu$, are measured from the zero-field crossing. Here $k_0=m|\alpha|/\hbar^2$, $E_R=\hbar^2k_0^2/2m$, $v=\sqrt{2(\mu+E_R)/m}$, $\kappa=mv/\hbar$, $\partial_x=\partial/\partial q_x$ and $v_x=\partial_x\varepsilon_s/\hbar$. At $b=0$ the contour radii $q_F$ are $\kappa\mp k_0$ for $s=\pm1$ above the crossing, and $k_0\pm\kappa$, both with $s=-1$, below it.

The first derivation expanded the distribution about equilibrium $f_0$, $f=f_0+a\,\partial_xf_0+a^2\partial_x^2f_0+\dots$, with $a=eE\tau/\hbar$. For $j=\sigma_1E+\sigma_2E^2$ it gave, at $T=0$ and first order in $b$,

$$\sigma_2=-\frac{3e^3\tau^2b}{8\pi\hbar^2mv}\qquad(-E_R<\mu<0),\tag{6}$$

and zero above the crossing. At finite temperature, with $\kappa'=|q+sk_0|$ and $f_0'=df_0/d\varepsilon$,

$$\sigma_2(T)=-\frac{3e^3\tau^2b}{8\pi\hbar m}\int_0^{k_0}d\kappa'\left[-f_0'\!\left(\frac{\hbar^2\kappa'^2}{2m}-E_R\right)\right].\tag{7}$$

The linear conductivity, averaged with weight $-f_0'$ at finite temperature, and the resistance are

$$\sigma_1=\frac{e^2\tau}{2\pi m}\,\kappa\max(\kappa,k_0),\tag{8}$$

$$\rho=\rho_0(1+\gamma B_yJ),\qquad \gamma=-\frac{\sigma_2}{B_y\sigma_1^2},\tag{9}$$

$$\boxed{\gamma=\frac{3\pi g\mu_B}{4emk_0^2v^3}\quad(-E_R<\mu<0),\qquad\gamma=0\quad(\mu>0)}\tag{10}$$

where (10) holds at $T=0$. Reversing $\alpha$ reverses $\gamma$. For a field along $x$, the transverse second-order coefficient is $-\frac13$ of $\sigma_2$ for an equal field along $y$.

The second derivation follows electrons between collisions at $T=0$, with constant $\tau$ and $b$ not treated as small until the end. It has reached

$$\sigma_2=-\frac{e^3\tau^2}{4\pi^2\hbar^3}\sum\oint\partial_x^2\varepsilon_s\,dq_y,\tag{11}$$

summed over Fermi contours traversed counterclockwise; a ring's inner edge enters with a minus sign.

### Reducing the response to contour shapes

From (1),

$$\partial_x^2\varepsilon_s=\frac{\hbar^2}m+s\alpha\frac{\sin^2\theta}q .$$

The first term drops out. For the second, describe the contour by $q(\theta)$. Then $q_y=q\sin\theta$ and $dq_y=(q'\sin\theta+q\cos\theta)\,d\theta$, where here $q'=dq/d\theta$, so

$$\oint\frac{\sin^2\theta}q\,dq_y=\oint\sin^2\theta\cos\theta\,d\theta+\oint\sin^3\theta\,\frac{q'}q\,d\theta .$$

The first integral is zero. In the second, $q'/q=d\ln q/d\theta$, and integration by parts gives $-3L$ with

$$L=\oint\sin^2\theta\cos\theta\,\ln\frac{q(\theta)}{k_0}\,d\theta .$$

The constant $k_0$ makes the logarithm dimensionless and does not affect $L$. Each counterclockwise contour thus contributes $-3s\alpha L$ to the sum in (11).

The contour shapes follow from $\varepsilon_s=\mu$. Multiply (1) by $2m/\hbar^2$ and define

$$\delta=\frac b\alpha,\qquad K=\frac{2m}{\hbar^2}\left(\mu-\frac{b^2}{4E_R}\right).$$

Then

$$q^2+2q(sk_0-\delta\cos\theta)=K.\tag{12}$$

### Above the crossing

If $K>0$, the chemical potential lies above the shifted crossing, and (12) has one positive root in each band. With $P=k_0-\delta\cos\theta$,

$$q_+(\theta)=-P+\sqrt{P^2+K},\qquad q_-(\theta+\pi)=P+\sqrt{P^2+K}.$$

The second expression uses $\cos(\theta+\pi)=-\cos\theta$. The product is

$$q_+(\theta)\,q_-(\theta+\pi)=K .$$

Since $\sin^2\theta\cos\theta$ changes sign when $\theta$ increases by $\pi$,

$$L_-=-\oint\sin^2\theta\cos\theta\left[\ln\frac K{k_0^2}-\ln\frac{q_+(\theta)}{k_0}\right]d\theta=L_+ .$$

The constant logarithm integrates to zero. The two bands enter (11) with opposite $s$, so

$$\sigma_2=\frac{3e^3\tau^2\alpha}{4\pi^2\hbar^3}(L_+-L_-)=0 .$$

No expansion in $b$ was made. Within this model at $T=0$, the second-order response along the current vanishes for any field along $y$ that satisfies $\mu>b^2/4E_R$.

The proof also shows what the zero rests on. If the bands have different constant times $\tau_\pm$, their contributions are multiplied by $\tau_\pm^2$. For small $b$, $\ln q_+$ changes by $\delta\cos\theta/\kappa$, because $d\ln q_+/dP=-1/\sqrt{P^2+K}$ and the root equals $\kappa$ at $b=0$. Hence $L_\pm=\pi\delta/4\kappa$, and

$$\sigma_2=\frac{3e^3b}{16\pi\hbar^2mv}\left(\tau_+^2-\tau_-^2\right)\qquad(\mu>0).$$

For $\tau_\pm=\tau(1\pm\eta)$ the bracket is $4\eta\tau^2$, so $\sigma_2$ is $-2\eta$ times the expression (6) evaluated at the same speed. With $\eta=0.05$ that is one tenth of it, with opposite sign. 
A time common to both bands also lifts the zero if it depends on energy. With $\tau(\varepsilon)$ and $\tau'=d\tau/d\varepsilon$, the second-order distribution is $(eE/\hbar)^2\tau\,\partial_x(\tau\,\partial_xf_0)$. Integration by parts in the current, with $\partial_x\tau=\hbar v_x\tau'$, adds to (11) the term

$$\Delta\sigma_2=-\frac{e^3\tau\tau'}{4\pi^2\hbar}\sum\oint v_x^2\,dq_y .$$

To first order in $b$ a contour of radius $q_F$ becomes $q=q_F(1+\delta\cos\theta/\kappa)$, and on it $v_x=(\hbar/m)[\kappa\cos\theta+\delta(q_F\cos^2\theta/\kappa-1)]$. The integral is then $(\hbar/m)^2(3\pi/2)\,\delta\,q_F(q_F-\kappa)$. With $q_F=\kappa\mp k_0$ the two contours add up to $3\pi\delta k_0^2(\hbar/m)^2$, so

$$\Delta\sigma_2=-\frac{3e^3\tau\tau'bk_0}{4\pi\hbar m}\qquad(\mu>0).$$

This is $2\hbar vk_0\tau'/\tau$ times the expression (6) at the same speed. At $\mu=E_R/2$, a time that grows by 10% per $E_R$ gives a factor of 0.49. The magnetic field can also make the scattering time vary around a contour. A variation proportional to $b$ and odd under reversal of $\mathbf q$ can contribute to $\sigma_2$ in the same order, and it is not included in $\Delta\sigma_2$. Above the crossing, both the size and the sign of the effect therefore depend on how scattering varies from state to state.

### Below the crossing

For $K<0$ the contours belong to $s=-1$, and (12) becomes

$$q^2-2q(k_0+\delta\cos\theta)+|K|=0 .$$

At each angle the inner and outer radii have the product $|K|$. A complete ring requires $k_0-|\delta|>\sqrt{|K|}$. The constant product gives $L_{\rm in}=-L_{\rm out}$. With $s=-1$ and the reversed sign of the inner edge, the sum in (11) is $3\alpha(L_{\rm out}-L_{\rm in})=6\alpha L_{\rm out}$: the two edges add. Thus

$$\sigma_2=-\frac{3e^3\tau^2\alpha}{2\pi^2\hbar^3}L_{\rm out}.$$

For small $b$ let $P=k_0+\delta\cos\theta$, so that $q_{\rm out}=P+\sqrt{P^2-|K|}$ and $d\ln q_{\rm out}/dP=1/\sqrt{P^2-|K|}$. At $b=0$ the root is $\sqrt{k_0^2+2m\mu/\hbar^2}=\kappa$. The change of $K$ is of order $b^2$ and independent of angle. Therefore $L_{\rm out}=\pi\delta/4\kappa$, and

$$\sigma_2=-\frac{3e^3\tau^2\alpha}{2\pi^2\hbar^3}\,\frac{\pi b}{4\alpha\kappa}
=-\frac{3e^3\tau^2b}{8\pi\hbar^3\kappa}
=-\frac{3e^3\tau^2b}{8\pi\hbar^2mv}.$$

This is (6), and with $\sigma_1$ it gives (10) again. The linearization requires the change $2k_0\delta$ under the root to be small compared with $\kappa^2$. Since $\delta/k_0=b/2E_R$ and $\kappa^2/k_0^2=(\mu+E_R)/E_R$, the condition is $b\ll\mu+E_R$.

An energy-dependent time changes this result too. The integral of $v_x^2\,dq_y$ found above the crossing also holds for the outer contour, with $q_F=k_0+\kappa$. On the inner contour the radial slope is reversed, so $\kappa$ is replaced by $-\kappa$, with $q_F=k_0-\kappa$, and the inner edge enters with a minus sign. The sum is

$$\left(\frac\hbar m\right)^2\frac{3\pi}2\,\delta k_0\left[(k_0+\kappa)-(k_0-\kappa)\right]=3\pi\delta k_0\kappa\left(\frac\hbar m\right)^2,$$

and therefore

$$\Delta\sigma_2=-\frac{3e^3\tau\tau'b\kappa}{4\pi\hbar m}\qquad(-E_R<\mu<0).$$

This is $4(\mu+E_R)\tau'/\tau$ times (6). At $T=0$ the linear conductivity contains only $\tau(\mu)$, so for $\tau\propto(\varepsilon+E_R)^p$ the coefficient $\gamma$ in (10) is multiplied by $1+4p$. It triples for $p=\frac12$, vanishes for $p=-\frac14$ and has the opposite sign for smaller $p$. The constant time drops out of (10), but its variation with energy does not.

### A numerical case

Take the round model values $m=0.25\,m_e$, with $m_e$ the free-electron mass, $\alpha=0.1$ eV nm, $g=2$, $\tau=1$ ps, $B_y=1$ T and $J=1$ A/m. They give $k_0=0.328$ nm$^{-1}$, $E_R=16.4$ meV and $b=0.0579$ meV.

At $\mu=-E_R/2$ and $T=0$ the density is $n=2.42\times10^{16}$ m$^{-2}$. The conductivities are $\sigma_1=1.365\times10^{-3}$ S and $\sigma_2=-1.673\times10^{-11}$ A m/V$^2$, so

$$\gamma=\frac{1.673\times10^{-11}}{(1\ \text{T})(1.365\times10^{-3})^2}\simeq8.98\times10^{-6}\ \frac{\text m}{\text{A T}} .$$

Reversing the current changes the resistance by $2\gamma B_yJ\simeq1.8\times10^{-5}$ of its mean value. The driving field is 732 V/m, and $a/k_0=3.4\times10^{-3}$ is small compared with the inner radius $0.29\,k_0$.

At $\mu=-0.9E_R$ the coefficient is $1.00\times10^{-4}$ m/(A T), larger by $(0.5/0.1)^{3/2}\simeq11.2$. There, however, $\mu+E_R=1.64$ meV is only 2.5 times $\hbar/\tau=0.658$ meV, so the semiclassical value is a rough guide. Just below the crossing $\gamma$ tends to $3.17\times10^{-6}$ m/(A T), and above it drops to zero.

At 20 K, with $\mu$ held fixed, the step is smoothed:

| $\mu/E_R$ | $\gamma$ in $10^{-6}$ m/(A T) |
|---:|---:|
| $-0.5$ | 9.99 |
| $-0.1$ | 2.79 |
| $0.1$ | 0.765 |
| $0.5$ | 0.0128 |

The ratio between $\mu=-E_R/2$ and $+E_R/2$ is about 780. It belongs to this temperature and these two points; within the Boltzmann model it diverges as $T\to0$. The table omits interband coherence. If the full spin density matrix relaxes to equilibrium with the same $\tau=1$ ps, the first three entries move by 2% or less, but the entry at $0.5$ rises by about 15%, to 0.0146, and the ratio falls to about 680. In that description a remnant near $8\times10^{-10}$ m/(A T) survives at $\mu=E_R/2$ at low temperature, so the ratio levels off instead of diverging.

The numerical output also contains $\gamma$ from the steady state at finite electric field, without expansion of the distribution. For $\mu=-E_R/2$ and $k_BT=0.04E_R$ it agrees with the thermal formula to better than $10^{-4}$ of its value. For $\mu=+E_R/2$ it gives $-2.5\times10^{-11}$ m/(A T), about $3\times10^{-6}$ of the value below the crossing in magnitude. Equation (7) predicts a positive activated remnant of about $5\times10^{-12}$ m/(A T). The larger negative value comes from the next even order in the electric field, because this calculation uses the finite drift $a=10^{-3}k_0$. The term $a^4\partial_x^4f_0$ in the distribution brings in

$$\partial_x^5q=\frac{45\cos\theta\sin^2\theta-105\cos^3\theta\sin^2\theta}{q^4}.$$

Multiplied by the factor $\cos\theta$ from the tilt, its angular part integrates to $-15\pi/8$, compared with $-3\pi/4$ in second order. At $T=0$ each contour's contribution to $\sigma_2$ is therefore multiplied by $1+5a^2/(2q_F^2)$. Above the crossing the two radii, $0.225\,k_0$ and $2.225\,k_0$, differ, so the cancellation is no longer exact. The remainder in $\gamma$ is about $-2.8\times10^{-11}$ m/(A T) at $T=0$. At $k_BT=0.04E_R$ the thermal average, mainly of $1/q_F^2$ on the small contour, raises its magnitude to about $3.0\times10^{-11}$ m/(A T). With the activated remnant added, the sum is about $-2.5\times10^{-11}$ m/(A T), in agreement with the output. The calculation thus confirms the cancellation in second order.

### What each derivation assumes

The first derivation expands $f_0$ to first order in $b$ and holds at any temperature for which the model applies. It needs care at the cone point, because derivatives are moved onto a singular velocity. Its strength is (7), which shows how the effect returns for a chemical potential above the crossing when heating partly empties the states below it.

The second uses a sharp Fermi edge and needs contours that stay away from the cone point, but it allows finite $b$. Its strength is the constant product of radii, which extends the zero above the crossing beyond weak fields. Temperature can be added afterwards, since a Fermi function is a superposition of sharp steps with weight $-f_0'$. Averaging (6) in this way, with $d\varepsilon=\hbar v\,d\kappa'$, reproduces (7).

Both assume relaxation to $f_0$ with a constant time, and their agreement cannot test that assumption. The same time also removes the Joule heat. If energy relaxes much more slowly than momentum, as is common at low temperature, a finite current can warm the electrons above the lattice temperature, which neither derivation describes. If $\tau$ depends on wave vector, the second-order distribution is $(eE/\hbar)^2\tau\,\partial_x(\tau\,\partial_xf_0)$, and the derivative of $\tau$ adds terms that (10) does not contain, such as $\Delta\sigma_2$ on either side of the crossing. Both also omit interband coherence, an omission that requires the spin splitting $2\alpha q$ on each contour to be large compared with $\hbar/\tau$. This fails close to the crossing, where one contour shrinks to a point, so the abrupt step in (10) should not be trusted there. Farther above the crossing the omitted terms are small but need not cancel, so the exact zero belongs to the Boltzmann model.

For the opening decision this means that, below the crossing and away from both ends of that energy range, (10) is the reference value for a constant time. It should not be taken as a prediction for a real layer unless the scattering time is known to vary little, which requires at least $4(\mu+E_R)|\tau'|/\tau\ll1$. Above the crossing the constant-time value is zero and offers no such reference. On both sides, a quantitative calculation at low temperature needs the way the scattering time depends on contour, energy and direction, including any change that the magnetic field causes.

## Numbers as computed

```
mass = 0.25 m_e, alpha = 0.1 eV nm, g = 2.0
tau = 1.0 ps, B = 1.0 T, J = 1.0 A/m
k0 = 0.3281 1/nm
E_R = 16.404 meV
Zeeman energy b = 0.05788 meV
hbar/tau = 0.658 meV
density at crossing = 3.4263e+16 1/m^2
T = 0: mu/E_R, v (m/s), n (1/m^2), sigma1 (S),
       sigma2 at B (A m/V^2), gamma (m/(A T))
 -0.9 4.8043e+04 1.0835e+16 6.1064e-04 -3.7417e-11 1.0034e-04
 -0.5 1.0743e+05 2.4228e+16 1.3654e-03 -1.6733e-11 8.9751e-06
 -0.1 1.4413e+05 3.2505e+16 1.8319e-03 -1.2472e-11 3.7165e-06
  0.1 1.5934e+05 3.5976e+16 2.1241e-03 0.0000e+00 0.0000e+00
  0.5 1.8607e+05 4.2829e+16 2.8965e-03 0.0000e+00 0.0000e+00
gamma just below crossing, T=0 = 3.1732e-06 m/(A T)
T = 20.0 K, kT = 1.7235 meV: mu/E_R, gamma (m/(A T))
 -0.5 9.9860e-06
 -0.1 2.7895e-06
  0.1 7.6459e-07
  0.5 1.2761e-08
gamma(-E_R/2)/gamma(+E_R/2) at 20.0 K = 782.6
mu=-E_R/2, T=0: electric field = 732.37 V/m
  drift eE tau/(hbar k0) = 3.391e-03
  gamma B J = 8.9751e-06
band parts of sigma2, mu=+E_R/2, kT=0.02 E_R, b=0.001 E_R:
  upper 1.3693e-12, lower -1.3693e-12 A m/V^2
contour parts of sigma2, mu=-E_R/2, same kT and b:
  inner -2.3759e-12, outer -2.3759e-12 A m/V^2
transverse/longitudinal sigma2 = -0.3333
strong field b=0.3 E_R, kT=0.04 E_R: sigma2(mu=0.6 E_R)/sigma2(mu=-0.5 E_R) = 3.7e-07
full steady state, B=3 T, kT=0.04 E_R = 0.656 meV:
  mu=-E_R/2: gamma = 9.1016e-06 m/(A T)
  formula at same kT: 9.1010e-06 m/(A T)
  mu=+E_R/2: gamma = -2.5e-11 m/(A T)
  mu=-E_R/2, alpha reversed: -9.1016e-06 m/(A T)
```
